# Why integer aufbau filling can make self-consistent-field cycles oscillate, part 1

(Sections cited here and not found follow in the second part.)

## Integer aufbau filling, oscillating self-consistency and levels pinned at the Fermi energy

Take two levels with bare energies 0 and 0.4 eV, one spinless electron, and a mean-field repulsion of 1 eV that raises each level in proportion to its own occupation. With the electron in the lower level the self-consistent levels stand at 1.000 and 0.400 eV, so the filled level lies above the empty one. With the electron moved to the other level they stand at 0.000 and 1.400 eV, and the filled level is again the higher. A self-consistent-field (SCF) cycle that always fills the lowest level alternates between these two states, of energy 0.500 and 0.900 eV, without end. The lowest energy of the same functional is 0.410 eV. It is reached with occupations 0.7 and 0.3, and both levels then lie at 0.700 eV. The same thing can happen to the two states nearest the Fermi energy of a metal on a finite k-point grid without smearing, namely when the repulsion per state exceeds their splitting. All energies below are in eV, and the model parameters are round numbers. The program that produced the computed values, with its output, follows this section; the remaining numbers follow from the formulas by arithmetic shown in the text, except the basis-set shifts and the limiting cases quoted as caveats, which the program does not print.

### What Janak's theorem supplies

Let orthonormal orbitals $\psi_i$ carry occupations $0\le n_i\le 1$, with density $\rho=\sum_i n_i|\psi_i|^2$ and energy

$$E=\sum_i n_i\langle\psi_i|\hat h|\psi_i\rangle+E_{Hxc}[\rho],$$

where $\hat h$ is the kinetic plus external one-electron operator. Assume that $E_{Hxc}$ has a functional derivative $v_{Hxc}=\delta E_{Hxc}/\delta\rho$, and set $\hat H=\hat h+v_{Hxc}$. At fixed occupations the orbitals are optimized under orthonormality, which is imposed with a Hermitian matrix of multipliers:

$$L=E-\sum_{ij}\lambda_{ij}\left(\langle\psi_i|\psi_j\rangle-\delta_{ij}\right).$$

Since $\delta\rho/\delta\psi_i^*=n_i\psi_i$, stationarity with respect to $\psi_i^*$ reads $n_i\hat H\psi_i=\sum_j\lambda_{ij}\psi_j$. Projection on $\psi_k$ gives $\lambda_{ik}=n_iH_{ki}$, with $H_{ki}=\langle\psi_k|\hat H|\psi_i\rangle$. Hermiticity gives $\lambda_{ik}=\lambda_{ki}^*=n_kH_{ik}^*=n_kH_{ki}$, and the difference of the two expressions is

$$(n_i-n_k)\,H_{ki}=0 .$$

Orbitals with different occupations are therefore not coupled by $\hat H$. Orbitals with equal occupations can be rotated among themselves without changing $E$, and the rotation can be chosen to diagonalize $\hat H$. The optimal orbitals are thus eigenfunctions, $\hat H\psi_i=e_i\psi_i$.

Now change $n_i$ and let the orbitals follow, assuming that they do so smoothly. On the optimal orbitals the constraint terms vanish, so $E=L$. The change of the orbitals does not alter $L$ to first order because $L$ is stationary in them, and the change of the multipliers multiplies constraints that are zero. Only the explicit dependence on $n_i$ remains:

$$\frac{\partial E}{\partial n_i}=\langle\psi_i|\hat h|\psi_i\rangle+\int v_{Hxc}\,|\psi_i|^2\,d^3r=e_i .$$

This is Janak's theorem. It was tested with relaxing orbitals on H$_2$ at 0.74 Å in spin-restricted LDA (Slater exchange, VWN5 correlation, cc-pVDZ basis), where a spatial orbital holds up to two electrons and the derivation is unchanged. At occupations $n_g=1.5$, $n_u=0.5$ the finite-difference slopes of the total energy are $-12.3251$ and $0.2955$ eV per electron, and the eigenvalues are $-12.3251$ and $0.2955$ eV. The orbitals do relax: the $\sigma_g$ orbital at these occupations has overlap 0.99915 with the one at $(2,0)$. The digits show the agreement of slope and eigenvalue within one basis and are not converged values for H$_2$: the two levels move to $-12.65$ and $-0.15$ eV in cc-pVTZ, $-12.83$ and $-0.42$ eV in cc-pVQZ, and $-13.60$ and $-1.29$ eV in aug-cc-pVTZ.

This state has two fractional occupations and levels $0.2955+12.3251=12.62$ eV apart, and it satisfies the theorem. The theorem holds for any occupations and does not by itself demand degeneracy. It supplies the slopes, and the demand comes from asking for a minimum.

### The filling rule at a minimum

Move a small charge $\eta>0$ from level $i$ to level $j$. The move is allowed when $n_i>0$ and $n_j<1$, and by Janak's theorem it changes the energy by $(e_j-e_i)\eta$ to first order. At a minimum no allowed move lowers the energy, so $e_j\ge e_i$ for every such pair, and the inequality is trivially true for $i=j$. Let $\mu_-$ be the highest level with $n>0$ and $\mu_+$ the lowest level with $n<1$. Then $\mu_-\le\mu_+$, and any $\mu$ between them has three properties.

1. A level with $e<\mu$ has $n=1$, because $n<1$ would imply $e\ge\mu_+\ge\mu$.
2. A level with $e>\mu$ has $n=0$, because $n>0$ would imply $e\le\mu_-\le\mu$.
3. A level with $0<n<1$ belongs to both sets, so $e\le\mu_-\le\mu\le\mu_+\le e$ and $e=\mu$.

These conditions are necessary. They are also sufficient when $E$ is convex in the occupations. If all levels have equal weight and the electron number is an integer, the fractional parts add up to an integer, so fractional levels come at least two at a time and are degenerate. The integer aufbau rule, which fills the lowest levels with $n=1$ and leaves the others empty, realizes cases 1 and 2 and cannot produce case 3. Whenever the minimum is of the third kind and is the only point that obeys the rule, the integer cycle has no solution to converge to.

### The two-level model

Keep two fixed orbitals that cannot mix, because they belong to different k-points or different symmetry species, and let them share one spinless electron:

$$E=\varepsilon_1n_1+\varepsilon_2n_2+\frac U2\left(n_1^2+n_2^2\right)+Vn_1n_2,\qquad n_1+n_2=1,\qquad \Delta=\varepsilon_2-\varepsilon_1>0 .$$

The levels are the slopes, $e_1=\varepsilon_1+Un_1+Vn_2$ and $e_2=\varepsilon_2+Un_2+Vn_1$. With $x=n_1-n_2\in[-1,1]$ one has $n_{1,2}=(1\pm x)/2$, and subtraction gives

$$e_2-e_1=\Delta-U(n_1-n_2)+V(n_1-n_2)=\Delta-Wx,\qquad W=U-V .$$

The repulsion that competes with the splitting is $W$, since a repulsion that raises both levels equally cannot reorder them. The identities $n_1^2+n_2^2=(1+x^2)/2$, $n_1n_2=(1-x^2)/4$ and $\varepsilon_1n_1+\varepsilon_2n_2=(\varepsilon_1+\varepsilon_2)/2-\Delta x/2$ turn the energy into

$$E(x)=\frac{\varepsilon_1+\varepsilon_2}{2}-\frac{\Delta x}{2}+\frac{U(1+x^2)}{4}+\frac{V(1-x^2)}{4},$$

$$E'(x)=-\frac{\Delta-Wx}{2}=-\frac{e_2-e_1}{2},\qquad E''(x)=\frac W2 .$$

The factor $\tfrac12$ appears because a change $dx$ moves the charge $dx/2$.

For $W>\Delta$ the slope vanishes at $x^*=\Delta/W<1$, inside the interval. The curvature is positive, so this is the unique minimum, and $E'=0$ is the statement $e_1=e_2$. Completing the square, $Wx^2/4-\Delta x/2=W(x-x^*)^2/4-\Delta^2/4W$, gives

$$E(x)-E^*=\frac W4\,(x-x^*)^2,\qquad E(\pm1)-E^*=\frac{(W\mp\Delta)^2}{4W}.$$

For $0<W<\Delta$ the slope is negative on the whole interval and the minimum is $x=1$, with a gap $\Delta-W>0$ above the filled level. For $W\le0$ the energy is concave or linear, the minimum is at an end, and $E(1)-E(-1)=-\Delta$ selects $x=1$ again.

The aufbau rule fills level 1 when $e_2>e_1$, so it is the map $x_{out}=\operatorname{sign}(\Delta-Wx_{in})$. The point $x=1$ is fixed when $\Delta-W>0$. The point $x=-1$ is fixed when $\Delta+W<0$. For $W>\Delta$ neither holds, and the map sends $1\to-1\to1$. For $W<-\Delta$ both hold and the cycle ends wherever it started. These thresholds, the position of the minimum and the energy difference $E(1)-E^*$ were tested on 300 random models, 156 of which had a fractional minimum.

In the example $\varepsilon_1=0$, $\Delta=0.4$, $U=1$, $V=0$, so $W=1$ and $x^*=0.4$, $n_1=0.7$, $n_2=0.3$. The levels are $e_1=1\times0.7=0.7$ and $e_2=0.4+1\times0.3=0.7$. The energy is $0.4\times0.3+\tfrac12(0.49+0.09)=0.41$, and the better integer state lies $(1-0.4)^2/4=0.09$ eV above it.

### Which functionals oscillate

Oscillation needs $W>\Delta>0$, so a functional with $W\le0$ cannot oscillate in this way, and one with $W>0$ does so when the splitting $\Delta$ is small enough. For the Hartree energy with fixed orbital densities $\rho_i=|\psi_i|^2$ and Coulomb integrals $J_{ij}$, $E_H=\tfrac12\sum_{ij}n_in_jJ_{ij}$. With $J_{11}=J_{22}$ this has the form of the model with $U=J_{11}$ and $V=J_{12}$. The Coulomb self-energy integral of the difference $\rho_1-\rho_2$ is $J_{11}+J_{22}-2J_{12}=2W$, and it is non-negative because the Coulomb kernel has a positive Fourier transform. The Hartree $W$ is thus non-negative, and it is large when the two states put their charge in different places. A semilocal exchange-correlation term adds its own curvature. For LDA exchange, a negative constant times $\int\rho^{4/3}$, that curvature is negative and lowers $W$, so the sign of the total has to be found case by case. When the other orbitals relax, $W$ is to be read as the relaxed slope $-d(e_2-e_1)/dx$, and the model is the expansion of the relaxed energy to second order in $x$.

In Hartree–Fock, for fixed orbitals of equal spin, the interaction is $\tfrac12\sum_{ij}n_in_j(J_{ij}-K_{ij})$ with exchange integrals $K_{ij}$. Since $K_{ii}=J_{ii}$, $U=0$, and $V=J_{12}-K_{12}$. Expanding the square in

$$\frac12\iint\frac{e^2}{4\pi\epsilon_0}\,\frac{|\psi_1(\mathbf r)\psi_2(\mathbf r')-\psi_2(\mathbf r)\psi_1(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'$$

yields two direct terms, each $J_{12}$, and two cross terms, each $-K_{12}$, so the integral equals $J_{12}-K_{12}$ and is non-negative. Hence $W=-V\le0$, the minimum is integer, and $x=1$ is an aufbau fixed point. For the $\sigma_g$ and $\sigma_u$ orbitals of the H$_2$ ground state computed above, $J_{12}-K_{12}=11.257-1.947=9.310$ eV in cc-pVDZ. The value depends strongly on the basis through the empty $\sigma_u$ orbital (8.80 eV in cc-pVTZ, 8.47 eV in cc-pVQZ, 6.37 eV in aug-cc-pVTZ), while its sign does not. The term $\tfrac U2n_i^2$, the repulsion of a level with its own charge, is what pushes a filled level upward, and for orbitals of one spin exact exchange removes it. The repulsion by the opposite-spin partner remains. In spin-restricted Hartree–Fock, with occupations $n_i$ per spin, the interaction is $n_1^2J_{11}+n_2^2J_{22}+2n_1n_2(2J_{12}-K_{12})$, so per spin $U=J_{11}$, $V=2J_{12}-K_{12}$ and $W=J_{11}-2J_{12}+K_{12}$. This is positive for orbitals on distant centres, where $J_{12}$ is small, and restricted Hartree–Fock can therefore oscillate in the way described here.

### Why mixing does not cure it

Linear mixing with $0<\alpha\le1$ is $x_{k+1}=(1-\alpha)x_k+\alpha s_k$, with $s_k=\operatorname{sign}(x^*-x_k)$ for $W>\Delta$. An exact tie $x_k=x^*$, which only isolated starting values reach, is excluded. The residual $R=s-x$ is $1-x>1-x^*$ below $x^*$ and has magnitude $1+x>1+x^*$ above it, so $|R|>1-x^*$ at every step, whatever $\alpha$ is.

The iterates are confined. Define $x_\pm=(1-\alpha)x^*\pm\alpha$. If $x_k<x^*$ then $x_{k+1}=x_k+\alpha(1-x_k)$ exceeds $x_k$, and it is below $x_+$ because $(1-\alpha)x_k<(1-\alpha)x^*$. If $x_k>x^*$ then $x_{k+1}=x_k-\alpha(1+x_k)$ is below $x_k$ and above $x_-$. An iterate inside $[x_-,x_+]$ therefore stays inside. An iterate below the interval climbs by more than $\alpha(1-x^*)$ per step and cannot jump past $x_+$, and an iterate above it descends by more than $\alpha(1+x^*)$ per step and cannot jump past $x_-$, so both enter after a finite number of steps. Summing the update over $K$ steps inside the interval gives $x_K-x_0=\alpha\sum_k(s_k-x_k)$, and since $|x_K-x_0|\le2\alpha$ the averages obey $|\langle s\rangle-\langle x\rangle|\le2/K$. Level 1 is filled in a fraction $p=(1+\langle s\rangle)/2$ of the steps. As $\langle x\rangle$ lies in the interval, $|\langle x\rangle-x^*|\le\alpha(1+x^*)$, and $p$ tends to the correct occupation $(1+x^*)/2$ as $\alpha\to0$. The cycle imitates the fractional occupation by switching in time.

The residual bound, the interval and both statements on the averages were tested at two values of $\alpha$. At $\alpha=0.01$ the iterates span the interval $[0.3860,0.4060]$, the smallest residual is 0.6000, $\langle x\rangle=0.3961$, and $p=0.6980$ against the exact 0.7. At $\alpha=0.1$ the bounds are $[0.2600,0.4600]$ but the iterates reach only $[0.2620,0.4022]$, and $p=0.6666$. These values are those of a cycle of period three with signs $+,+,-$. With $\beta=1-\alpha$ such a cycle obeys $x_b=\beta x_a+\alpha$, $x_c=\beta x_b+\alpha$, $x_a=\beta x_c-\alpha$. Substituting the third and the first into the second gives $x_c=\beta^3x_c-\alpha\beta^2+\alpha\beta+\alpha$, so

$$x_c=\frac{\alpha(1+\beta-\beta^2)}{1-\beta^3}=\frac{0.109}{0.271}=0.4022 .$$

Then $x_a=0.9\times0.4022-0.1=0.2620$ and $x_b=0.9\times0.2620+0.1=0.3358$. The signs are consistent, since $x_a,x_b<0.4<x_c$, and the smallest residual is $1-x_b=0.6642$, as printed. The average $\langle s\rangle=\tfrac13$ is locked to the pattern of signs and does not respond to small changes of $x^*$, so the time average misses $n_1=0.7$ by 0.033 at this $\alpha$.

Small mixing can look like convergence, depending on which energy is watched. The energy of the input occupations is within $W\alpha^2(1+x^*)^2/4$ of $E^*$, a bound of $5\times10^{-5}$ eV at $\alpha=0.01$. The Harris–Foulkes estimate, the output-filled sum of input levels minus the interaction energy of the input, equals $E(x_{in})+E'(x_{in})R$ in this model, because $\sum_ie_in_i^{in}$ counts the quadratic terms twice. With $E'=W(x-x^*)/2$ and $|R|\le2$ its correction is bounded by $W\alpha(1+x^*)$, first order in $\alpha$. The energy of the output occupations keeps jumping between 0.500 and 0.900 eV. The residual is the quantity that tells this state from a converged one.

Pulay, Anderson and Broyden schemes look for a zero of $R$ by linear interpolation among earlier residuals, and here $R$ has no zero. The secant through $R(1)=-2$ and $R(-1)=+2$ points to $x=0$ for every $\Delta$ and $W$, because the integer outputs carry only the order of the levels and no measure of their distance. The order is enough for a bracketing search to close in on $x^*$, but the residual of the sharp rule stays above $1-x^*$ even then.

### Fermi smearing

Let $T$ stand for $k_BT$ and fill the levels with $f(e)=\tfrac12\left[1-\tanh\frac{e-\mu}{2T}\right]$. The condition $n_1+n_2=1$ requires the two hyperbolic tangents to cancel, so $e_1-\mu=-(e_2-\mu)$ and $\mu$ is the midpoint. Then $n_{1,2}=\tfrac12\left[1\pm\tanh\frac{e_2-e_1}{4T}\right]$ and

$$x_{out}=\tanh\frac{\Delta-Wx_{in}}{4T}.$$

For $W>0$ the function $x_{out}-x$ is continuous and strictly decreasing, positive at $x=-1$ and negative at $x=1$, so exactly one fixed point $x_T$ exists. It minimizes the Mermin free energy $F=E-TS$, with $S=-\sum_i[n_i\ln n_i+(1-n_i)\ln(1-n_i)]$. Because $1-n_1=n_2$, $S=-2(n_1\ln n_1+n_2\ln n_2)$, and with $dn_{1,2}/dx=\pm\tfrac12$ one finds $dS/dx=-\ln(n_1/n_2)=-2\operatorname{artanh}x$. Therefore

$$F'(x)=-\frac{\Delta-Wx}{2}+2T\operatorname{artanh}x,\qquad F''(x)=\frac W2+\frac{2T}{1-x^2}>0,$$

and $F'=0$ is the fixed-point equation $e_2-e_1=\Delta-Wx_T=4T\operatorname{artanh}x_T$. For $W>\Delta$, the case followed from here on, this splitting tends to zero in proportion to $T$ as $T\to0$. Dividing by $W$, with $\tau=4T/W$, gives $x_T=x^*-\tau\operatorname{artanh}x_T$. Inserting $\operatorname{artanh}x_T\approx\operatorname{artanh}x^*+(x_T-x^*)/(1-x^{*2})$ on the right gives

$$x_T=x^*-\tau\operatorname{artanh}x^*+\frac{\tau^2\operatorname{artanh}x^*}{1-x^{*2}}+O(\tau^3).$$

At $T=0.005$, $\tau=0.02$ and $\operatorname{artanh}0.4=\tfrac12\ln(1.4/0.6)=0.4236$, so $x_T\approx0.4-0.0085+0.0002=0.3917$, the computed value. The test on this expansion is that the remainder after the first-order term falls by a factor close to 4 when $T$ is halved from 0.005.

Existence of the fixed point does not make it easy to reach. The slope of the map there is $\sigma=-W(1-x_T^2)/4T$, from $d\tanh u/du=1-\tanh^2u$. A small deviation is multiplied at each mixing step by $(1-\alpha)+\alpha\sigma=1-\alpha(1-\sigma)$, which is below 1 for any $\alpha>0$ and above $-1$ when

$$\alpha<\alpha_c=\frac{2}{1+W(1-x_T^2)/4T}.$$

At $T=0.05$ eV (580 K), $x_T=0.3312$, the occupations are 0.6656 and 0.3344, and the gap is $0.4-0.3312=0.0688$ eV. The slope is $-(1-0.3312^2)/0.2=-4.452$ and $\alpha_c=2/5.452=0.3669$. Started $10^{-3}$ away from $x_T$, the iteration at $0.95\,\alpha_c$ (multiplier $-0.9$) is within $10^{-10}$ after 400 steps, and at $1.05\,\alpha_c$ (multiplier $-1.1$) it is 0.0702 away. The criterion is local. The multiplier vanishes at $\alpha_c/2$, the fastest choice near the solution. As $T$ falls, $\alpha_c$ drops to 0.2064 at $T=0.025$ and 0.0462 at $T=0.005$. The leading form $8T/[W(1-x^{*2})]$ gives $0.04/0.84=0.0476$ at the lowest temperature, 3% above the full value. At $T=0$ no positive $\alpha$ is left, in agreement with the behaviour of the sharp rule.

The price of smearing is unevenly shared. At $T=0.05$ the occupation $n_1$ is off by $0.7-0.6656=0.034$. The energy $E(x_T)$ exceeds $E^*$ by $0.0688^2/4=0.0012$ eV, second order in $T$. The free energy, 0.3475 eV, lies 0.0625 eV below $E^*$. This error is first order, because $dF(x_T)/dT=-S$ and the entropy of pinned fractional levels does not vanish as $T\to0$: $S(x^*)=-2(0.7\ln0.7+0.3\ln0.3)=1.22$. The extrapolation $(E+F)/2$ to zero smearing rests on $F-E^*$ and $E-E^*$ being opposite and quadratic in $T$, which needs $S\propto T$. Here it gives $(0.4112+0.3475)/2=0.379$ eV, which is 0.031 eV below $E^*$ and further from it than $E$ itself. In this model $E$ is the estimate to use for the zero-temperature energy when $T$ is so small that only the pinned pair is smeared.

For two levels that cannot mix, integer filling has no self-consistent solution when $W>\Delta$, and linear mixing does not cure this, while Fermi smearing restores a fixed point that is reached only with small enough mixing. What remains is to see what changes when the levels can mix, how the mechanism appears on a k-point grid, and which remedies reach the minimum.
